Hard nonlocal projectors in reciprocal space need no larger FFT grid

**Three waves and a projector with short waves**

Take a line of length L with periodic boundary conditions, b = 2π/L, and a wavefunction made of three plane waves:

ψ(x) = L^(−1/2) [c₋₁ exp(−ibx) + c₀ + c₁ exp(ibx)].

Let the projector contain waves four times shorter than the shortest one in ψ:

β(x) = L^(−1/2) [1 + exp(4ibx) + exp(−4ibx)].

A separable nonlocal potential |β⟩D⟨β| acts on ψ through the overlap p = ∫β*ψ dx. The integral of exp(isbx) over the line is L for s = 0 and zero for every other integer s. The waves ±4 of β meet no partner in ψ, so

p = c₀.

The short waves of the projector have dropped out. Multiplying them by a thousand would not change p, and no grid was needed to find it.

Now replace the integral by a sum over n equally spaced points x_j = jL/n, each with weight L/n. The sum

(1/n) Σ_j exp(2πisj/n)

equals 1 whenever s is a multiple of n, not only for s = 0, and vanishes otherwise. Waves whose indices differ by a multiple of n are the same function on the grid.

- n = 4: the indices 4 and −4 both look like 0, and the sum gives 3c₀.
- n = 5: the index 4 looks like −1, and −4 looks like 1. The sum gives c₀ + c₋₁ + c₁.
- n = 6: the indices 4 and −4 look like −2 and 2, which ψ does not contain. The sum gives c₀.

Five points are enough to represent |ψ|², whose indices run from −2 to 2, yet they give a wrong overlap. So there is a real effect behind the idea that a hard projector, one with strong short-wave components, demands a larger FFT grid. It belongs to the sum over grid points. The overlap formed from plane-wave coefficients does not have it.

**A hard projector in three dimensions**

Consider one electron in a cubic cell of side a = 0.50 nm and volume Ω = a³, at k = 0. Now b = 2π/a = 12.566 nm⁻¹, and each G is b times a triple of integers. The basis functions are Ω^(−1/2) exp(iG·r), kept when

ħ²G²/(2m_e) ≤ E_cut = 200 eV.

This defines a sphere S of radius G_max = 72.453 nm⁻¹. Since 72.453/12.566 = 5.77, the largest index along an axis is m = 5. The sphere holds 799 waves.

The local potential is −V₀ Σ cos(bx_i), summed over the three axes, with V₀ = 3.0 eV. The projector is a normalized Gaussian centred at R = (30, 20, 10) pm:

β(r) = (πσ²)^(−3/4) exp(−|r−R|²/(2σ²)).

These are round model values and stand for no material. The hard case has σ = 10 pm and D = −150 eV; a soft one for comparison has σ = 40 pm and D = −10 eV.

The plane-wave components follow from a Gaussian integral. Along one axis, with x measured from the centre, completing the square gives

∫ exp(−x²/(2σ²) − iGx) dx = (2π)^(1/2) σ exp(−σ²G²/2).

The product over three axes carries the factor (2πσ²)^(3/2). Multiplied by the normalization it becomes

(2πσ²)^(3/2) (πσ²)^(−3/4) = 2^(3/2) (πσ²)^(3/4) = (4πσ²)^(3/4).

Moving the centre from the origin to R adds a phase, so

β_G = Ω^(−1/2) (4πσ²)^(3/4) exp(−σ²G²/2) exp(−iG·R).

At the edge of the sphere σG_max = 0.72453 in the hard case, and the magnitude has fallen only to exp(−0.2625) = 0.769 of its value at G = 0. Summing |β_G|² over S gives 21.0 percent of the norm. The other 79 percent lies outside. For the soft projector 99.92 percent lies inside.

If the outside part mattered, the sum over S would miss most of the hard projector. For the lowest state in this basis the overlap was computed in several ways:

- continuous integral of the full Gaussian times ψ: |p| = 0.09826660
- sum of β_G* c_G over the 799 waves: |p| = 0.09826660
- sum over 12 points per axis, full Gaussian sampled at the points: |p| = 0.03077579
- the same 12 points, with all components outside S first removed from β: |p| = 0.09826660

The continuous integral was done by Gauss–Hermite quadrature, which knows nothing of the sphere. It also agrees with the sphere sum for a state with random coefficients.

The last line shows how little the shape of β in real space decides. Removing the outside components lowers the value at the centre from 423.78 to 36.55 nm^(−3/2), a factor of 11.6. The two functions look quite different, and within this basis they are the same projector.

With components from S alone, the lowest eigenvalue is −2.7985 eV (−4.484 × 10⁻¹⁹ J). This is the counter-example: a projector with four fifths of its norm beyond the cutoff, applied without error in the given basis and without a grid.

**The general statement and its proof**

Let the nonlocal potential of a periodic crystal be built from projectors β_i, with fixed couplings D_ij, repeated in every cell. Let ψ be a Bloch function at wavevector k,

ψ(r) = Ω^(−1/2) Σ_{G∈S} c_G exp(i(k+G)·r),

where S contains the G with ħ²|k+G|²/(2m_e) ≤ E_cut. Define

β_i(G) = Ω^(−1/2) ∫ β_i(r) exp(−i(k+G)·r) d³r,

with the integral over all space. Then the action of the nonlocal potential, projected onto the basis, depends on β_i(G) for G in S and on no other component.

First, the overlap with the projector in the home cell. Inserting the finite sum for ψ and exchanging it with the integral,

p_j = ∫ β_j*(r) ψ(r) d³r
  = Σ_{G∈S} c_G Ω^(−1/2) ∫ β_j*(r) exp(i(k+G)·r) d³r
  = Σ_{G∈S} β_j(G)* c_G.

Nothing has been truncated. The sum is finite because ψ is.

Second, the copies in other cells. For a lattice vector T, the Bloch property ψ(r+T) = exp(ik·T) ψ(r) gives the overlap exp(ik·T) p_j with the copy displaced by T. Hence

(V_NL ψ)(r) = Σ_T Σ_ij β_i(r−T) D_ij exp(ik·T) p_j.

Third, the projection back onto a basis function with G in S. Multiply by Ω^(−1/2) exp(−i(k+G)·r), integrate over one cell and put r = r′ + T. The phases combine to

exp(ik·T) exp(−i(k+G)·T) = exp(−iG·T) = 1,

because G is a reciprocal lattice vector. The integrals over displaced cells join into one integral over all space, which is β_i(G). Therefore

(V_NL c)_G = Σ_ij β_i(G) D_ij p_j, G ∈ S.

Every component in this result, on the way in and on the way out, has G in S. This proves the statement. Two projectors that agree inside S and differ in any way outside it give the same Hamiltonian matrix, and so the same eigenvalues and eigenvectors.

The full function V_NL ψ does have components outside S. They are discarded because the eigenvalue problem is posed within the basis, as happens with the local potential too.

The couplings must be held fixed. If D_ij is obtained from integrals over the projectors, those integrals are to be done once with the full functions. Recomputing them from truncated ones would change the operator.

**Forces need the same components**

For one projector at R the position enters through the phase, β_G ∝ exp(−iG·R). Then β_G* ∝ exp(iG·R), and at fixed coefficients

∂p/∂R = Σ_{G∈S} iG β_G* c_G.

The basis functions do not move with R. For a normalized eigenvector the change of c contributes E times the change of c†c, which is zero. What remains is the explicit dependence of D|p|² = D p*p:

F = −dE/dR = −2D Re[p* Σ_{G∈S} iG β_G* c_G].

In the hard case this gives F_x = −2.5964 eV/nm, and a finite difference of the eigenvalue gives the same to the digits shown. The local potential is held in place here, so this is the whole force on the projector. Its sign points from x = 30 pm towards x = 0, where the local potential is lowest. The factor G gives more weight to short waves, but it brings in none from outside the sphere.

**What sampling does to the projector**

Suppose β is known at n points per axis. The component computed from the samples is

β_G^(n) = Ω^(1/2) n^(−3) Σ_j β(r_j) exp(−iG·r_j),

where β now includes its periodic copies. Written as a Fourier series, β(r_j) = Ω^(−1/2) Σ_G′ β_G′ exp(iG′·r_j). The sum over points keeps every G′ whose three indices differ from those of G by multiples of n:

β_G^(n) = Σ_K β_{G+nbK}, K over all integer triples.

The term K = 0 is the correct component. The others come from outside and are folded into the sphere, as the waves ±4 were on the line.

This explains the small overlap on 12 points. Consider G = 0. The terms K and −K carry opposite phases and add to a cosine, so each axis contributes a factor

1 + 2 Σ_{K≥1} exp(−(σnbK)²/2) cos(nbK R_i).

Here σnb = 1.508, and the exponentials for K = 1 and 2 are 0.321 and 0.011. With R_i = 30, 20 and 10 pm the factors are 0.86, 0.38 and 1.02, whose product is 0.34. The zero component thus drops to about a third. This component alone is a small part of the overlap: |β₀| = 0.0189 and |c₀| ≤ 1, so it supplies at most 0.0189/0.0983, about a fifth, of p. The contributions of the other waves are reduced by similar factors, from 0.33 for the six nearest G to about 0.24 near the edge of the sphere. Together they bring the whole overlap down to 0.0308/0.0983 = 0.31 of its correct value.

The energies follow suit. For the original state the nonlocal energy is

D|p|² = −150 eV × 0.098267² = −1.448 eV.

With the sampled projector it is −150 eV × 0.03078² = −0.142 eV, higher by 1.306 eV. The state can adapt to the altered operator, so by the variational principle the eigenvalue rises by no more than this. It rises by 0.711 eV.

How many points does sampling need? If G has indices between −m and m, a folded vector has at least one index of magnitude n−m or more. Its length is therefore at least (n−m)b. For the Gaussian, the magnitude of each folded component relative to that at G = 0 is at most

q = exp(−σ²(n−m)²b²/2).

For the hard projector, with σb = 0.12566 and m = 5, this gives the following. The error is that of the lowest eigenvalue relative to the reciprocal-space value at the same cutoff, with the local part kept free of grid error.

- n = 12: q = 0.68, error 711 meV
- n = 21: q = 0.13, error 76 meV
- n = 32: q = 3 × 10⁻³, error −0.11 meV
- n = 48: q = 5 × 10⁻⁷, error −4 × 10⁻⁴ meV
- n = 64: q = 1 × 10⁻¹², error about 10⁻¹⁰ meV

The error may have either sign, and its size varies with R, since the folded terms carry phases that depend on R. The values listed hold for the position chosen here; at other positions the error can be much larger. For the soft projector it is 0.047 meV at n = 12 and 3 × 10⁻⁷ meV at n = 16. In this form of the calculation hardness does demand a finer grid. It is sufficient that β be negligible beyond (n−m)b.

There is another remedy. Remove the components outside S before sampling. Two indices inside S differ by at most 2m, so for n ≥ 2m+1 their difference is a multiple of n only when it is zero. The grid sum is then free of folding error, which is why the filtered projector succeeded on 12 points. That sum ran over all points of the cell. Restricting it to a small region around the atom would be a further approximation, not examined here.

Such a restriction is the reason to consider real space at all. The number of points in a fixed region around an atom does not grow with the cell, whereas the number of plane waves in S grows in proportion to Ω. In reciprocal space each projector costs a sum over all of S, and in exchange there is no folding error.

**What the FFT grid is for**

The density |ψ|² contains products c_G* c_G′ with wavevector G′−G, whose indices run from −2m to 2m. There are 4m+1 such values per axis, so n ≥ 4m+1 keeps them apart. With m = 5 this means 21 points. This count is for k = 0. At other k the sphere is shifted: at k = (b/2, 0, 0) the condition |g + 1/2| ≤ 5.77 admits indices g from −6 to 5 along x, their differences reach ±11, and 23 points are needed. The bounds in this text remain sufficient if m is taken as the largest index magnitude over all k used. At n = 20 the indices 10 and −10 coincide, and for a random normalized state the density coefficient at (10, 0, 0) is wrong by 6.6 × 10⁻³, where the total charge is 1. At n = 21 the error is at rounding level.

For a local potential with indices up to l, the product Vψ has indices up to m+l. The largest of them folds to m+l−n. This stays outside S if

m + l − n < −m, that is, n ≥ 2m + l + 1.

The cosine potential has l = 1, and the bound is 12. For the random state the vector Vψ is wrong by 0.68 eV in norm at n = 11 and correct to rounding at n = 12. If the potential has the same range as the density, l = 2m, the bound becomes 4m+1 again. None of these bounds contains σ.

The argument is for projectors of norm-conserving form. In ultrasoft and projector augmented-wave methods, localized augmentation charges are added to the density. Their short waves enter the density directly, without first being multiplied by a function confined to S, so the proof above does not cover them. They may need a denser grid for the density.

**The real price of hardness**

That the operator is applied without error in a given basis does not mean that the basis is good enough. The eigenvalue equation for one projector reads

(ħ²G²/(2m_e) − E) c_G + (V_loc c)_G = −D p β_G.

The local term couples c_G only to its neighbours c_{G±b}. For the hard projector neighbouring β_G have similar magnitudes, and beyond the 200 eV sphere the kinetic energy far exceeds the local potential, whose magnitude is at most 3V₀ = 9 eV. Over the range of cutoffs used below the local term can therefore be neglected, which gives approximately

c_G ≈ −D p β_G / (ħ²G²/(2m_e) − E).

In this range the tail of the wavefunction follows that of the projector, reduced by the kinetic energy. A hard projector gives ψ short waves, and a sphere that is too small cuts them off. The lowest eigenvalues are:

- 200 eV, 799 waves: hard −2.798 eV, soft −4.25065 eV
- 400 eV, 2301 waves: hard −3.046 eV, soft −4.25078 eV
- 800 eV, 6403 waves: hard −3.305 eV, soft −4.25078 eV
- 1600 eV, 18037 waves: hard −3.427 eV, soft −4.25078 eV

Each basis contains the previous one, so the values cannot rise. From the first cutoff to the last the hard case falls by 629 meV and the soft one by 0.13 meV. The last doubling still lowers the hard value by 122 meV, so −3.427 eV is an upper bound and not a converged result.

Two convergences have to be kept apart. Refining the real-space grid at 200 eV leads to −2.798 eV, the answer for that basis, and brings none of the 629 meV by which the eigenvalue falls between 200 and 1600 eV. Only raising the cutoff does that. The index m then grows in proportion to √E_cut: at 1600 eV it is 16, because 5.77 × √8 = 16.3, and the density needs 4 × 16 + 1 = 65 points per axis instead of 21. A hard projector can thus lead to a larger grid by way of the wavefunction. At a fixed cutoff, with the projector applied in reciprocal space, it gives no reason to enlarge it.

The computed eigenvalues, total overlaps, forces and grid errors are listed in the numerical output.

Computed values

```
cell side: 0.50 nm
local potential amplitude V0: 3.0 eV
projector centre: [30. 20. 10.] pm
cutoff energy: 200 eV
cutoff wavenumber: 72.453 nm^-1
reciprocal unit b: 12.566 nm^-1
plane waves in sphere: 799, largest index m: 5
density coefficient error, n=20: 6.6e-03 (no unit)
density coefficient error, n=21: 3.1e-17 (no unit)
local potential action error, n=11: 6.8e-01 eV
local potential action error, n=12: 1.1e-14 eV
hard: width 10 pm, D -150 eV
hard: beta(G_max)/beta(0): 0.7692 (no unit)
hard: norm inside sphere: 21.00 percent
hard: peak, full projector: 423.78 nm^-3/2
hard: peak, filtered: 36.55 nm^-3/2
hard: |p| continuous integral: 0.09826660 (no unit)
hard: |p| sphere sum: 0.09826660 (no unit)
hard: |p| filtered, n=12: 0.09826660 (no unit)
hard: |p| unfiltered, n=12: 0.03077579 (no unit)
hard: force x, sphere sum: -2.59643 eV/nm
hard: force x, finite difference: -2.59642 eV/nm
hard: lowest eigenvalue, reciprocal: -2.798461 eV
hard: real-space error, n=12: 7.11e+02 meV
hard: real-space error, n=16: 1.85e+02 meV
hard: real-space error, n=21: 7.57e+01 meV
hard: real-space error, n=32: -1.14e-01 meV
hard: real-space error, n=48: -3.67e-04 meV
hard: real-space error, n=64: 1.11e-10 meV
soft: width 40 pm, D -10 eV
soft: beta(G_max)/beta(0): 0.0150 (no unit)
soft: norm inside sphere: 99.92 percent
soft: peak, full projector: 52.97 nm^-3/2
soft: peak, filtered: 50.92 nm^-3/2
soft: |p| continuous integral: 0.58383710 (no unit)
soft: |p| sphere sum: 0.58383710 (no unit)
soft: |p| filtered, n=12: 0.58383710 (no unit)
soft: |p| unfiltered, n=12: 0.58383294 (no unit)
soft: force x, sphere sum: -5.24599 eV/nm
soft: force x, finite difference: -5.24598 eV/nm
soft: lowest eigenvalue, reciprocal: -4.250654 eV
soft: real-space error, n=12: 4.72e-02 meV
soft: real-space error, n=16: 2.92e-07 meV
soft: real-space error, n=21: 8.88e-13 meV
soft: real-space error, n=32: -1.78e-12 meV
soft: real-space error, n=48: -3.55e-12 meV
soft: real-space error, n=64: -6.22e-12 meV
cutoff 400 eV: 2301 waves, hard -3.045516 eV, soft -4.250784 eV
cutoff 800 eV: 6403 waves, hard -3.305153 eV, soft -4.250784 eV
cutoff 1600 eV: 18037 waves, hard -3.427420 eV, soft -4.250784 eV
hard: drop from 200 to 1600 eV: 628.9589 meV
soft: drop from 200 to 1600 eV: 0.1305 meV
```
